# Madelung Term of an Anisotropic Coulomb Kernel, with Uniaxial Crystals

Put a unit point charge in a cube of side $L$, repeat the cube periodically, and add a uniform background that makes each cube neutral. In vacuum, the potential at the charge due to everything except the charge itself is $-2.837/L$ in Hartree atomic units, when the average potential is set to zero. If the space is filled with a medium of scalar dielectric constant $\epsilon_0$, every potential is divided by $\epsilon_0$, and the result is $-2.837/(\epsilon_0L)$.

The same answer follows from a detour. Shrink the cube to side $L/\sqrt{\epsilon_0}$, take its vacuum value $-2.837\sqrt{\epsilon_0}/L$, and divide by $\epsilon_0^{3/2}$, the square root of the determinant of $\epsilon_0\mathbf 1$. For a scalar medium the detour gains nothing. For a tensor $\epsilon$ no single number can be divided out, but the detour still works, with each direction shrunk by its own factor.

To show this, let $A$ be a lattice with vectors $\mathbf R$, cell volume $\Omega$ and reciprocal vectors $\mathbf G$. Let $\epsilon$ be a constant, real, symmetric and positive definite tensor. The periodic potential of the charges and their background is

$$\Phi(\mathbf r)=\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi\,e^{i\mathbf G\cdot\mathbf r}}{\mathbf G\cdot\epsilon\cdot\mathbf G},\qquad -\nabla\cdot\epsilon\nabla\Phi=4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].$$

Omitting $\mathbf G=0$ supplies the background and sets the average potential to zero. The potential $\phi$ of one isolated charge obeys $-\nabla\cdot\epsilon\nabla\phi=4\pi\delta(\mathbf r)$. Write $\mathbf r=\epsilon^{1/2}\mathbf r'$ with the positive symmetric root. Then $\nabla'=\epsilon^{1/2}\nabla$, so $\nabla'^2=\nabla\cdot\epsilon\nabla$, and $\delta(\mathbf r)=\delta(\mathbf r')/\sqrt{\det\epsilon}$. What remains is the ordinary Poisson equation for a charge $1/\sqrt{\det\epsilon}$:

$$\phi(\mathbf r)=\frac{1}{\sqrt{\det\epsilon}\,|\mathbf r'|}=\frac1{\sqrt{\det\epsilon}\,\sqrt{\mathbf r\cdot\epsilon^{-1}\cdot\mathbf r}}.$$

The Madelung term is the difference at the charge,

$$v(A,\epsilon)=\lim_{\mathbf r\to0}u(\mathbf r),\qquad u=\Phi-\phi .$$

Near the origin the delta functions cancel and $\nabla\cdot\epsilon\nabla u=4\pi/\Omega$. In the primed coordinates $u$ is therefore a quadratic polynomial plus a harmonic function. It is smooth, and the limit does not depend on the direction of approach.

This number matters in Brillouin-zone integration. For a $\Gamma$-centred mesh of $N_k$ points, take $A$ to be the Born–von Karman supercell, whose volume is $N_k$ primitive cells. Its vectors $\mathbf G$ are the mesh points plus all primitive reciprocal vectors, so a mesh sum over the zone, with the primitive reciprocal vectors summed as well, is a sum over $\mathbf G$. Let $F(\mathbf q)$ be the Fourier transform of a smooth, localized, even density $f(\mathbf r)$. Then

$$S=\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi F(\mathbf G)}{\mathbf G\cdot\epsilon\cdot\mathbf G}=\int f\,\Phi\,d^3r,\qquad I=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi F(\mathbf q)}{\mathbf q\cdot\epsilon\cdot\mathbf q}=\int f\,\phi\,d^3r,$$

and hence $S-I=\int f\,u\,d^3r$. When $f$ is narrow compared with the supercell, $u$ can be expanded about the origin. Its gradient vanishes there because $\Phi$ and $\phi$ are even, and $\int f\,d^3r=F(0)$, so

$$S-I=v\,F(0)+\frac12\sum_{ij}\partial_i\partial_ju(0)\int f\,r_ir_j\,d^3r+\dots$$

Enlarging the supercell $n$ times at fixed shape changes $u(\mathbf r)$ into $u(\mathbf r/n)/n$. The first term thus falls as $1/n$ and the second as $1/n^3\propto1/N_k$. Subtracting $vF(0)$ from the mesh sum removes the slow error:

$$I=S-v\,F(0)+O(1/N_k).$$

In effect the missing point $\mathbf q=0$ is given the finite kernel value $-v\Omega$. The order $1/N_k$ holds for refinement at fixed shape. If the mesh is refined in some directions only, the shortest side of the supercell stays fixed and the remainder need not fall: in the example below it goes only from 0.30 to 0.19 millihartree between the $4\times4\times2$ and $24\times24\times2$ meshes.

The estimate needs a smooth $F$; a Fermi surface, across which an integrand may jump, brings mesh errors of its own. It also needs a finite $\epsilon$ at long wavelength, as in an insulator. A constant $\epsilon$ at all $\mathbf G$ is a model: in a real insulator the kernel has this form only as $\mathbf q\to0$, which fixes the $1/n$ term but not the size of the remainder. In a metal, static screening removes the singularity and this term is not the right one.

The expansion has a second use. If $f$ is normalized and made ever narrower, $S-I$ tends to $u(0)=v$ whatever the shape of $f$. So $v$ is also "sum minus integral" with any smooth cutoff that is removed at the end, and the cutoff need not follow the anisotropy of $\epsilon$.

Now transform the lattice. Let $\mathbf R'=\epsilon^{-1/2}\mathbf R$ and $\mathbf G'=\epsilon^{1/2}\mathbf G$. Because $\epsilon^{1/2}$ is symmetric, $\mathbf G'\cdot\mathbf R'=\mathbf G\cdot\mathbf R$, so the $\mathbf G'$ are the reciprocal vectors of the transformed lattice $A'=\epsilon^{-1/2}A$. Likewise $\mathbf G'\cdot\mathbf r'=\mathbf G\cdot\mathbf r$. Moreover $|\mathbf G'|^2=\mathbf G\cdot\epsilon\cdot\mathbf G$ and $\Omega=\sqrt{\det\epsilon}\,\Omega'$. Substitution gives

$$v(A,\epsilon)=\frac1{\sqrt{\det\epsilon}}\lim_{\mathbf r'\to0}\Big[\frac1{\Omega'}\sum_{\mathbf G'\ne0}\frac{4\pi e^{i\mathbf G'\cdot\mathbf r'}}{|\mathbf G'|^2}-\frac1{|\mathbf r'|}\Big]=\frac{v(A',\mathbf 1)}{\sqrt{\det\epsilon}} .$$

The prefactor comes from the volume in the first term and from the strength of the point source in the second. Direct vectors are transformed with $\epsilon^{-1/2}$ and reciprocal vectors with $\epsilon^{+1/2}$: a direction that screens strongly becomes short in direct space.

For a general lattice the isotropic term is found by Ewald's splitting. Drop the primes and choose a length $\sqrt\alpha$. A Gaussian charge with transform $e^{-\alpha q^2}$ has the potential $\mathrm{erf}(r/2\sqrt\alpha)/r$. Hence $4\pi(1-e^{-\alpha q^2})/q^2$ is the transform of $\mathrm{erfc}(r/2\sqrt\alpha)/r$, and it equals $4\pi\alpha$ at $q=0$. Poisson summation turns this part of $\Phi$ into a sum over $\mathbf R$, from which the omitted term $4\pi\alpha/\Omega$ must be subtracted. At the origin, $[\mathrm{erfc}(r/2\sqrt\alpha)-1]/r\to-1/\sqrt{\pi\alpha}$. Therefore

$$v(A,\mathbf 1)=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(R/2\sqrt\alpha)}{R}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\alpha G^2}}{G^2}-\frac{4\pi\alpha}{\Omega}-\frac1{\sqrt{\pi\alpha}},$$

which is independent of $\alpha$.

In a uniaxial crystal $\epsilon=\mathrm{diag}(\epsilon_\perp,\epsilon_\perp,\epsilon_\parallel)$. Take first a simple tetragonal supercell with sides $L,L,H$. It is transformed into one with sides $L'=L/\sqrt{\epsilon_\perp}$ and $H'=H/\sqrt{\epsilon_\parallel}$, whose shape is fixed by

$$\gamma=\frac{H'}{L'}=\frac HL\sqrt{\frac{\epsilon_\perp}{\epsilon_\parallel}} .$$

The isotropic term scales as an inverse length, so it is $M(\gamma)/L'$, where $M(\gamma)$ belongs to the cell with sides $1,1,\gamma$. With $\sqrt{\det\epsilon}=\epsilon_\perp\sqrt{\epsilon_\parallel}$,

$$v=\frac{\sqrt{\epsilon_\perp}}{L}\,\frac{M(\gamma)}{\epsilon_\perp\sqrt{\epsilon_\parallel}}=\frac{M(\gamma)}{L\sqrt{\epsilon_\perp\epsilon_\parallel}} .$$

To find $M$, sum first over the axial component of $\mathbf G=(\mathbf K,2\pi j/\gamma)$, where $\mathbf K=2\pi(m,n)$. Let $s=\sqrt{m^2+n^2}$, so that $K=2\pi s$. For $s\ne0$, the standard sum $\sum_j1/(j^2+x^2)=(\pi/x)\coth\pi x$ with $x=\gamma s$ gives

$$\frac{4\pi}{\gamma}\sum_j\frac1{K^2+(2\pi j/\gamma)^2}=\frac{\gamma}{\pi}\,\frac{\pi}{\gamma s}\coth(\pi\gamma s)=\frac1s+\frac{2}{s\,(e^{2\pi\gamma s}-1)} .$$

For $s=0$ the term $j=0$ is absent, and the row gives $(4\pi/\gamma)\,2\sum_{j\ge1}\gamma^2/(4\pi^2j^2)=(2\gamma/\pi)(\pi^2/6)=\pi\gamma/3$.

The part $1/s$ diverges when summed over the plane and must be paired with the integral. Since any cutoff may be used, take $e^{-ts^2}$, which smears the charge in the plane alone. In the integral, $\int dq_z\,4\pi/[2\pi(K^2+q_z^2)]=2\pi/K$, and $d^2K/(2\pi)^2=d^2s$, which leaves $\int d^2s\,e^{-ts^2}/s=\pi^{3/2}t^{-1/2}$. The constant needed is

$$C=\lim_{t\to0}\Big[\sum_{(m,n)\ne0}\frac{e^{-ts^2}}s-\frac{\pi^{3/2}}{\sqrt t}\Big].$$

Define $Z(p)=\sum_{(m,n)\ne0}(m^2+n^2)^{-p}$ and insert $e^{-x}=(2\pi i)^{-1}\int\Gamma(p)x^{-p}dp$. The sum becomes

$$\sum_{(m,n)\ne0}\frac{e^{-ts^2}}s=\frac1{2\pi i}\int_{\mathrm{Re}\,p>1/2}\Gamma(p)\,t^{-p}\,Z(p+\tfrac12)\,dp .$$

Unique factorization of the Gaussian integers $m+in$, which have four units, gives $Z(p)=4\zeta(p)\beta(p)$ with $\beta(p)=1-3^{-p}+5^{-p}-\dots$: $Z/4$ is a product of $(1-N^{-p})^{-1}$ over Gaussian primes of norm $N$. A prime $\ell=4k+1$ splits into two primes of norm $\ell$ and gives $(1-\ell^{-p})^{-2}$. A prime $\ell=4k+3$ stays prime with norm $\ell^2$ and gives $(1-\ell^{-p})^{-1}(1+\ell^{-p})^{-1}$. The prime 2 has the single factor $1+i$ of norm 2 and gives $(1-2^{-p})^{-1}$. These are the Euler factors of $\zeta(p)\beta(p)$, since $\beta$ has no factor at 2. Since $\beta(1)=\pi/4$, $Z$ has residue $\pi$ at $p=1$. Move the contour to $-1<\mathrm{Re}\,p<0$, which the exponential decay of $\Gamma$ permits. The pole at $p=\tfrac12$ yields $\Gamma(\tfrac12)\pi t^{-1/2}=\pi^{3/2}t^{-1/2}$, which cancels the integral. The pole of $\Gamma$ at $p=0$ yields $Z(\tfrac12)$, and the rest vanishes with $t$. Thus

$$M(\gamma)=\frac{\pi\gamma}3+C+\sum_{(m,n)\ne0}\frac{2}{s\,(e^{2\pi\gamma s}-1)},\qquad C=4\zeta(\tfrac12)\beta(\tfrac12)=-3.90026 .$$

A hexagonal cell with in-plane side $L$ changes three factors. For $L'=1$ the base area is $\sqrt3/2$ and $K=4\pi s/\sqrt3$, now with $s^2=m^2+mn+n^2$. The row sum, $2\pi/K$ divided by the base area and multiplied by $\coth(K\gamma/2)$, again begins with $1/s$. The row $s=0$ is divided by the base area too. The planar constant follows as before from the Eisenstein integers, which have six units:

$$M_{\rm hex}(\gamma)=\frac{2\pi\gamma}{3\sqrt3}+6\zeta(\tfrac12)L_{-3}(\tfrac12)+\sum_{(m,n)\ne0}\frac2{s\,(e^{4\pi\gamma s/\sqrt3}-1)},$$

with $L_{-3}(p)=1-2^{-p}+4^{-p}-5^{-p}+\dots$ and a planar constant of $-4.21342$. Both forms of $M$ were tested against Ewald sums at five values of $\gamma$ between 0.5 and 4.

The limits of the tetragonal function show what competes. For large $\gamma$ the exponential sum is about $8e^{-2\pi\gamma}$, and in the original variables

$$v\simeq\frac{\pi H}{3L^2\epsilon_\parallel}-\frac{3.90026}{L\sqrt{\epsilon_\perp\epsilon_\parallel}} .$$

The first term is the potential of uniformly charged planes in their background. Its field points along the axis, so $\epsilon_\parallel$ alone screens it. The second term belongs to the discrete charges within one plane, whose field has components in both directions. The positive term wins once $\gamma$ exceeds 3.7245.

For small $\gamma$ the summand is close to $1/(\pi\gamma s^2)$ while $s\ll1/(2\pi\gamma)$, and the exponential cuts it off at larger $s$. A constant factor in the cutoff does not change the leading logarithm, so the planar integral that replaces the sum may be ended at $1/\gamma$:

$$M(\gamma)\simeq\frac1{\pi\gamma}\int_1^{1/\gamma}\frac{2\pi s\,ds}{s^2}=\frac2\gamma\ln\frac1\gamma .$$

This is the repulsion along a chain of close neighbours, and it is positive as well. The logarithm grows slowly, however, and the next term, about $-2.853/\gamma$, is not small beside it: at $\gamma=0.1$ the leading term alone gives 46.1, while $M=17.5$. The formula thus shows the trend and is no substitute for the full sum. Since $M(1)=-2.8373$, there must be another sign change below $\gamma=1$; it lies at $\gamma\approx0.240$. The Madelung term is thus not of one sign, and a strongly elongated or flattened transformed cell can reverse the correction.

For a numerical case take a model simple tetragonal crystal with $a=6$ bohr, $c=9$ bohr, $\epsilon_\perp=8$ and $\epsilon_\parallel=2$. A $4\times4\times4$ mesh has $L=24$ bohr and $H=36$ bohr. The transformed sides are $24/\sqrt8=8.485$ bohr and $36/\sqrt2=25.456$ bohr, so $\gamma=3$. Then

$$M(3)=3.14159-3.90026+5\times10^{-8}=-0.75867,$$

$$v=\frac{-0.75867}{24\sqrt{8\times2}}=-0.007903\ \text{hartree}=-0.2150\ \text{eV}.$$

By the other route, the isotropic term of the transformed cell is $-0.089410$ hartree, and division by $\sqrt{\det\epsilon}=11.3137$ gives the same value. A direct evaluation of sum minus integral, with a spherical cutoff extrapolated to zero smearing, agrees to about one part in $10^5$. The law was tested in the same way for a triclinic cell with a full tensor, where both sides are $-0.956946$ hartree.

The shape of the mesh matters as well as its size. A $6\times6\times2$ mesh has 72 points against 64, yet its transformed cell is a cube. The cubic constant then applies in a strongly anisotropic medium, and $v=-2.8373/(36\times4)=-0.01970$ hartree, about 2.5 times the value above. A $3\times3\times4$ mesh has $\gamma=4$ and a positive term, $0.28853/(18\times4)=+0.00401$ hartree.

To see the correction at work, integrate $F=e^{-b^2q^2}$ with $b=1.5$ bohr. The radial integral is $\sqrt\pi/(2b)$, and with $x=\cos\theta$ the angular one is elementary for $\epsilon_\perp>\epsilon_\parallel$:

$$I=\frac{1}{2\pi^2}\,\frac{\sqrt\pi}{2b}\int_{-1}^{1}\frac{2\pi\,dx}{\epsilon_\perp-(\epsilon_\perp-\epsilon_\parallel)x^2}=\frac{\mathrm{artanh}\sqrt{1-\epsilon_\parallel/\epsilon_\perp}}{b\sqrt\pi\,\sqrt{\epsilon_\perp(\epsilon_\perp-\epsilon_\parallel)}}=0.071497\ \text{hartree}.$$

On the $4\times4\times4$ mesh the bare sum is too small by 8.294 millihartree, or 11.6% of $I$. Subtracting $v$ leaves $-8.294+7.903=-0.391$ millihartree, or 0.5%. From $n=8$ to $n=16$ the uncorrected error falls by a factor 2.02 and the corrected one by 7.89, close to the 2 and 8 expected from $1/n$ and $1/n^3$.

It is instructive to keep the original lattice and divide its isotropic term by the geometric-mean dielectric constant $(\det\epsilon)^{1/3}=5.040$. The error at $n=4$ is then $+10.960$ millihartree, larger in magnitude than with no correction, and it still falls only by a factor 1.99 from $n=8$ to $n=16$. The reason appears when $v$ is written at fixed volume. With $L'=(\Omega'/\gamma)^{1/3}$ and $\Omega'=\Omega/\sqrt{\det\epsilon}$,

$$v=\frac{\gamma^{1/3}M(\gamma)}{\Omega^{1/3}(\det\epsilon)^{1/3}} .$$

The geometric mean is the right prefactor, but the shape function must be taken at $\gamma=3$, whereas the untransformed lattice supplies it at $H/L=1.5$. Here that makes the correction 2.4 times too large. The remaining values, including the finer meshes, are in the numerical output.

## Numbers as computed

```
MODEL: simple tetragonal, uniaxial dielectric tensor
a = 6.0 bohr, c = 9.0 bohr
eps_perp = 8.0, eps_par = 2.0 (no unit)
sqrt(det eps) = 11.313708 (no unit)
4x4x4 MESH
supercell sides L = 24.0 bohr, H = 36.0 bohr
transformed L' = 8.485281 bohr
transformed H' = 25.455844 bohr
gamma = 3.000000 (no unit)
M part, K=0 row = 3.14159265 (no unit)
M part, planar constant = -3.90026492 (no unit)
M part, exponential sum = 5.211e-08 (no unit)
M(gamma) = -0.75867221 (no unit)
isotropic term, transformed cell = -0.08941038 hartree
Madelung term v = -0.00790284 hartree
Madelung term v = -0.215047 eV
v from definition, extrapolated = -0.00790290 hartree
OTHER MESH SHAPES
6x6x4: gamma = 2.0000, M = -1.805842, v = -0.01254057 hartree
6x6x2: gamma = 1.0000, M = -2.837297, v = -0.01970345 hartree
3x3x4: gamma = 4.0000, M = 0.288525, v = 0.00400730 hartree
M vanishes at gamma = 3.724479 (no unit)
hexagonal planar constant = -4.21342264 (no unit)
hexagonal M(1) = -2.99571195 (no unit)
GAUSSIAN TEST INTEGRAL
Gaussian length b = 1.50 bohr
exact integral = 0.07149655 hartree
geometric-mean eps = 5.039684 (no unit)
mesh errors in millihartree: none / correct / shortcut
n =  4: -8.29350 / -0.39066 / 10.96047
n =  8: -4.00304 / -0.05162 / 5.62395
n = 16: -1.98225 / -0.00655 / 2.83124
error ratio n=8 to 16, none = 2.0194 (no unit)
error ratio n=8 to 16, correct = 7.8857 (no unit)
error ratio n=8 to 16, shortcut = 1.9864 (no unit)
TRICLINIC CHECK (cell lengths near 1 bohr)
definition = -0.9569463 hartree
transformation law = -0.9569463 hartree
flux/(4 pi), charge inside = 1.0000000 (no unit)
```
